# Thermionic Emission over a Schottky Barrier and Its Zero-Bias Contact Resistance, part 1

(Sections cited here and not found follow in the second part.)

## I. The current over the barrier

### What dimensions fix

A metal touches an n-type semiconductor. Near the metal the conduction band edge bends upward and ends in a top that lies an energy $\phi_B$ above the Fermi level of the metal. Electrons that cross this top carry the current. Suppose that they are few enough to follow Maxwell's distribution, and that each electron above the top crosses while each one below it turns back.

Measure energy from the top. The occupation of a state at height $\varepsilon$ above it is then $e^{-\phi_B/k_BT}e^{-\varepsilon/k_BT}$. The barrier height enters through the first factor and nowhere else. What remains is a flux of charges $q$ governed by the thermal energy $k_BT$, a mass $m$, and Planck's constant $h$, which counts the states. The number of electrons crossing per area and time must have the form $(k_BT)^a h^b m^c$ with dimension $\text{length}^{-2}\,\text{time}^{-1}$. Matching the powers of mass, length and time gives

$$a+b+c=0,\qquad 2a+2b=-2,\qquad -2a-b=-1 .$$

The second equation says $a+b=-1$, so the first gives $c=1$. The third says $2a+b=1$. Subtracting $a+b=-1$ from it gives $a=2$, and then $b=-3$. The one-way current density is therefore

$$J_0 = C\,\frac{q\,m\,(k_BT)^2}{h^3}\,e^{-\phi_B/k_BT},$$

with $C$ a pure number. The doping and the width of the barrier region are absent because a classical electron above the top is indifferent to the shape of the hill below it.

A voltage $V$ enters through the ratio $qV/k_BT$, so a resistance times area at zero bias must be a number times $(k_BT/q)/J_0$. Dimensions leave three things open: the value of $C$, the number in the resistance, and the mass that counts when the mass depends on direction. The theorem supplies them.

### Setting and assumptions

The $x$ axis is normal to the contact and points from the semiconductor into the metal. The symbol $k_B$ is Boltzmann's constant, $\hbar=h/2\pi$, and $q>0$ is the elementary charge. All of $\phi_B$, $\phi_n$ and $H$ below are energies.

**A1 (bands).** The conduction band has one or more valleys. In each of them the energy is

$$E = E_C(x)+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}+\frac{\hbar^2k_z^2}{2m_z},$$

with the wave vector counted from the centre of the valley. The principal axes thus lie along the normal and in the plane of the contact. The band edge $E_C$ depends on $x$ alone and varies slowly on the scale of the lattice. Each state holds two spins.

**A2 (Maxwellian tail).** States at and above the top are occupied with probability $e^{-(E-E_F)/k_BT}$, which requires the top to lie several $k_BT$ above the Fermi level concerned.

**A3 (flat supply).** Electrons moving toward the metal carry the Fermi level of the semiconductor bulk right up to the top. Those coming from the metal carry the Fermi level of the metal. The applied voltage $V$ is the difference between these two levels, divided by $q$. A positive $V$ raises the electron energies in the semiconductor and is called forward bias.

**A4 (crossing).** The in-plane wave vector is conserved. An electron crosses with probability one if its energy of motion along $x$ exceeds the top, and with probability zero otherwise. For every semiconductor state above the top, in each valley, the metal has a matching state of the same energy and in-plane wave vector.

The current density $J$ is counted positive when more electrons enter the metal than leave it. Since electrons are negative, the conventional current then flows from the metal into the semiconductor.

**Theorem.** Let $\phi_B(V)$ be the barrier height above the metal Fermi level, which may depend smoothly on the bias. Under A1 to A4, and as long as the semiconductor side still has a hill to climb,

$$J(V)=A^*T^2\,e^{-\phi_B(V)/k_BT}\left(e^{qV/k_BT}-1\right),\qquad A^*=\frac{4\pi q k_B^2}{h^3}\sum_{\text{valleys}}\sqrt{m_ym_z}.$$

The specific contact resistance at zero bias is

$$\rho_c\equiv\left(\frac{dJ}{dV}\right)^{-1}_{V=0}=\frac{k_B}{qA^*T}\,e^{\phi_B(0)/k_BT}.$$

For a single isotropic valley of mass $m$, the constant becomes $A^*=4\pi q m k_B^2/h^3$, so $C=4\pi$.

### Which electrons escape

**Lemma 1.** Let $\phi_n$ be the height of the bulk band edge above the semiconductor Fermi level. A bulk electron moving toward the metal crosses the top if and only if

$$\frac{\hbar^2k_x^2}{2m_x}>H(V),\qquad H(V)=\phi_B(V)-\phi_n-qV .$$

*Proof.* The band edge depends on $x$ alone, so no force acts in the plane, and $k_y$ and $k_z$ stay constant. The total energy is constant too. Subtracting the constant in-plane energy shows that

$$E_x=E_C(x)+\frac{\hbar^2k_x^2}{2m_x}$$

is conserved. By A4 the electron crosses if $E_x$ exceeds the band edge at the top.

Put the zero of energy at the metal Fermi level. The top then lies at $\phi_B(V)$. The semiconductor Fermi level lies at $qV$, and the bulk band edge at $qV+\phi_n$. In the bulk, $E_x=qV+\phi_n+\hbar^2k_x^2/2m_x$. Setting this larger than $\phi_B(V)$ gives the stated condition. $\square$

At zero bias, $H(0)=\phi_B(0)-\phi_n=q\psi$, where $\psi$ is the built-in potential. Forward bias lowers the hill seen from the semiconductor. The lemma and the theorem require $H>0$; beyond that point the contact no longer limits the current in the way assumed.

### The flux from the semiconductor

**Lemma 2.** The current density carried by electrons that pass from the semiconductor into the metal is

$$J_{s\to m}=A^*T^2\,e^{-[\phi_B(V)-qV]/k_BT}.$$

*Proof.* A volume $d^3k$ of wave-vector space holds $2\,d^3k/(2\pi)^3$ states per unit volume of crystal, with the 2 for spin. The velocity along the normal is $v_x=\hbar^{-1}\partial E/\partial k_x=\hbar k_x/m_x$. One valley therefore contributes

$$J_i=q\,\frac{2}{(2\pi)^3}\int_{k_x>k_0}\frac{\hbar k_x}{m_x}\,e^{-(E-E_F)/k_BT}\,d^3k,\qquad \frac{\hbar^2k_0^2}{2m_x}=H .$$

In the bulk, $E-E_F$ is $\phi_n$ plus the three kinetic terms. The exponential is a product, and so is the integral:

$$J_i=\frac{2q}{(2\pi)^3}\,e^{-\phi_n/k_BT}\,I_xI_yI_z .$$

For the normal integral, set $\varepsilon=\hbar^2k_x^2/2m_x$. Then $d\varepsilon=(\hbar^2k_x/m_x)\,dk_x$, so $(\hbar k_x/m_x)\,dk_x=d\varepsilon/\hbar$, and

$$I_x=\frac1\hbar\int_H^\infty e^{-\varepsilon/k_BT}\,d\varepsilon=\frac{k_BT}{\hbar}\,e^{-H/k_BT}.$$

The in-plane integrals run over the whole line. The Gaussian formula $\int_{-\infty}^{\infty} e^{-\alpha k^2}dk=\sqrt{\pi/\alpha}$ with $\alpha=\hbar^2/(2m_yk_BT)$ gives

$$I_y=\frac{\sqrt{2\pi m_yk_BT}}{\hbar},\qquad I_z=\frac{\sqrt{2\pi m_zk_BT}}{\hbar},\qquad I_yI_z=\frac{2\pi k_BT\sqrt{m_ym_z}}{\hbar^2}.$$

The constant factors combine as

$$\frac{2q}{8\pi^3}\cdot\frac{k_BT}{\hbar}\cdot\frac{2\pi k_BT\sqrt{m_ym_z}}{\hbar^2}
=\frac{q(k_BT)^2\sqrt{m_ym_z}}{2\pi^2\hbar^3}
=\frac{4\pi q(k_BT)^2\sqrt{m_ym_z}}{h^3},$$

where the last step uses $\hbar^3=h^3/8\pi^3$. The exponents add to $-(\phi_n+H)/k_BT$, and Lemma 1 gives $\phi_n+H=\phi_B(V)-qV$. Summing over the valleys gives the result. $\square$

The depth $\phi_n$, and with it the doping, has cancelled. A more heavily doped bulk holds more electrons, but each of them faces a hill $H=\phi_B-\phi_n-qV$ that is higher by the same amount by which $\phi_n$ is smaller. This cancellation holds at fixed $\phi_B$. Part II shows how doping returns through effects that change the barrier top or let electrons pass below it.

**Remark 1 (why the normal mass drops out).** The product $v_x\,dk_x$ equals $dE/\hbar$ whatever $m_x$ is. A heavy normal mass provides more states, and they move more slowly. The same fact can be read from the density at the barrier top. One valley has the effective density of states

$$N_i=2\left(\frac{2\pi k_BT}{h^2}\right)^{3/2}\sqrt{m_xm_ym_z}.$$

It follows from the integral above with $v_x$ removed and $k_x$ running over the whole line. In equilibrium the density at the top is $N_ie^{-\phi_B/k_BT}$. Dividing the one-way particle flux by this density gives

$$v_i=\frac{4\pi(k_BT)^2\sqrt{m_ym_z}/h^3}{2(2\pi k_BT)^{3/2}\sqrt{m_xm_ym_z}/h^3}=\sqrt{\frac{k_BT}{2\pi m_x}} .$$

The numerical factors are $4\pi/[2(2\pi)^{3/2}]=(2\pi)^{-1/2}$. This emission velocity falls with $m_x$ as $m_x^{-1/2}$, while the density rises as $m_x^{1/2}$.

**Remark 2 (normal energy, not total energy).** Suppose that every approaching electron with *total* kinetic energy above $H$ were counted. Let $a$ and $b$ be the normal and in-plane kinetic energies divided by $k_BT$, and let $u=H/k_BT$. In two dimensions a parabolic band has a constant density of states in energy, so the flux is proportional to $\iint e^{-a-b}\,da\,db$. The correct region, $a>u$ and $b>0$, gives $e^{-u}$. The region $a+b>u$ gives, with $s=a+b$ and $a$ running from 0 to $s$ at each $s$,

$$\int_u^\infty s\,e^{-s}\,ds=(1+u)\,e^{-u}.$$

The flux would be too large by the factor $1+u$. For the contact of Part II, $u=15.70$ at zero bias, and a numerical integration over the speed, with the angles integrated by hand, gives the factor 16.70, as it should.

### The flux from the metal

**Lemma 3.** The current density carried by electrons that pass from the metal into the semiconductor has the magnitude

$$J_{m\to s}=A^*T^2\,e^{-\phi_B(V)/k_BT},$$

with the same $A^*$, built from the masses of the semiconductor.

*Proof.* Take one valley and one in-plane wave vector, counted from the centre of that valley. An electron that enters the valley must have there the in-plane energy

$$E_\parallel=\frac{\hbar^2k_y^2}{2m_y}+\frac{\hbar^2k_z^2}{2m_z}$$

and still lie above the top. With energies counted from the metal Fermi level, its total energy must exceed $\phi_B(V)+E_\parallel$. In the metal, too, the velocity is $\hbar^{-1}\partial E/\partial k_x$, so $|v_x\,dk_x|=dE/\hbar$ for any metal band. By A4 each energy and in-plane wave vector has one matching metal state for this valley. Hence

$$J_i=\frac{2q}{(2\pi)^3}\int dk_y\,dk_z\,\frac1\hbar\int_{\phi_B+E_\parallel}^\infty e^{-E/k_BT}dE
=\frac{2q}{(2\pi)^3}\,\frac{k_BT}{\hbar}\,e^{-\phi_B/k_BT}\int e^{-E_\parallel/k_BT}\,dk_y\,dk_z .$$

The last integral is the product $I_yI_z$ of Lemma 2. The prefactors are the same as there, and the sum over valleys gives $A^*$. $\square$

The mass of the metal disappears because the semiconductor decides how much in-plane energy an electron must bring. This was tested by integrating over the wave vectors of a free-electron metal whose Fermi level lies 5 eV above its band bottom, facing a valley centred on the normal with in-plane mass $0.19\,m_0$, where $m_0$ is the free-electron mass. For metal masses of $m_0$ and $2m_0$ the flux agrees with the formula to the six decimals printed.

Equilibrium demands the same result. At $V=0$ the two fluxes must cancel, and Lemma 2 then gives the value of Lemma 3.

### The current–voltage law

*Proof of the first part of the theorem.* The net current is the difference of the two fluxes:

$$J=J_{s\to m}-J_{m\to s}=A^*T^2e^{-\phi_B(V)/k_BT}\left(e^{qV/k_BT}-1\right).\qquad\square$$

The two terms respond differently to bias. At fixed $\phi_B$, electrons from the metal face a barrier that the voltage does not change, while those from the semiconductor face a hill lowered by $qV$. A forward bias of many $k_BT/q$ makes the current grow as $e^{qV/k_BT}$. A reverse bias of many $k_BT/q$ leaves the constant current from the metal. If $\phi_B$ moves with the bias, neither statement holds strictly, and the prefactor drifts.

## II. The zero-bias resistance and a tungsten contact

### Symbols and results carried over

The barrier top lies $\phi_B$ above the metal Fermi level, and the bulk band edge lies $\phi_n$ above the semiconductor Fermi level. Both are energies, and $\psi=(\phi_B-\phi_n)/q$ is the built-in potential. The voltage $V$ is positive in forward bias. The masses $m_y$ and $m_z$ lie in the contact plane, and $m_x$ lies along the normal. Part I showed that

$$J(V)=A^*T^2e^{-\phi_B(V)/k_BT}\left(e^{qV/k_BT}-1\right),\qquad A^*=\frac{4\pi qk_B^2}{h^3}\sum_{\text{valleys}}\sqrt{m_ym_z},$$

for a Maxwellian tail, a flat Fermi level up to the top, and crossing by every electron above the top and by none below it. The one-way current at zero bias is $J_0=A^*T^2e^{-\phi_B(0)/k_BT}$.

### Proof of the resistance formula

Write $J(V)=G(V)\,(e^{qV/k_BT}-1)$ with $G(V)=A^*T^2e^{-\phi_B(V)/k_BT}$. The product rule gives

$$\frac{dJ}{dV}=G'(V)\left(e^{qV/k_BT}-1\right)+G(V)\,\frac{q}{k_BT}\,e^{qV/k_BT}.$$

At $V=0$ the first bracket vanishes. Since $\phi_B$ is smooth, $G'(0)$ is finite, and the first term is zero. The second term is $qJ_0/k_BT$. Therefore

$$\rho_c=\frac{k_BT}{qJ_0}=\frac{k_BT}{qA^*T^2}\,e^{\phi_B(0)/k_BT}=\frac{k_B}{qA^*T}\,e^{\phi_B(0)/k_BT}.\qquad\square$$

A barrier that moves with the bias changes both fluxes by the same factor. At zero bias they are equal, so the change cancels from the net current to first order.

**Remark 3 (range of the linear law).** At fixed $\phi_B$, expanding the exponential to second order gives

$$J\simeq J_0\left[\frac{qV}{k_BT}+\frac12\left(\frac{qV}{k_BT}\right)^2\right]=\frac{V}{\rho_c}\left(1+\frac{qV}{2k_BT}\right).$$

The contact obeys Ohm's law for $|V|\ll k_BT/q$, which is about 26 mV at 300 K.

**Remark 4 (activation energy).** Let $s=1/k_BT$. Since $1/T=k_Bs$, the formula reads $\ln\rho_c=\text{const}+\ln s+\phi_Bs$. For a barrier independent of temperature,

$$\frac{d\ln\rho_c}{ds}=\phi_B+\frac1s=\phi_B+k_BT .$$

The slope exceeds the barrier by $k_BT$. If instead $\phi_B=\phi_0-\alpha T$, then $\phi_Bs=\phi_0s-\alpha/k_B$. The slope becomes $\phi_0+k_BT$, and the drift $\alpha$ hides in the intercept.

The current–voltage law and the zero-bias contact resistance have now been derived for electrons that cross above the barrier top, along with the range of the linear law and the activation energy. What remains is the correction for Fermi statistics, a worked tungsten–silicon contact, and the effects that limit the formula in real contacts.
